# Inversion-Layer Capacitance and the Moving Charge Centroid, part 2

The question is how far the inversion capacitance of a semiconductor surface departs from the simple formula, permittivity over the mean depth of the electrons. A planar p-type semiconductor fills $z>0$, with a hard wall at $z=0$ and a neutral body far inside. The units are $\hbar=m_e=e=1$, in which the permittivity is $\kappa/4\pi$ for dielectric constant $\kappa$; numerical values are given in V, eV and Å.

The potential $\phi(z)$ vanishes in the body, an electron has potential energy $-\phi$, and $\psi_s=\phi(0)$. With electron density $n$, hole density $p$ and ionized acceptor density $N_A$, Poisson's equation reads

$$
\phi''=-\frac{4\pi}{\kappa}(p-n-N_A)
=\frac{4\pi}{\kappa}\,(n+\rho_{\rm dep}),
\qquad
\rho_{\rm dep}=N_A-p .
$$

The sheet densities $N_s$ and $N_{\rm dep}$ are the integrals of $n$ and $\rho_{\rm dep}$ over $z>0$, and $z_{\rm av}$ is the centroid of $n$. The incremental centroid $z_{\rm inc}=z_{\rm av}(1+\gamma)$ is the first moment of the change in $n$ per added electron. Extra depletion charge acts at the depth $w=N_{\rm dep}/N_A$.

The capacitance $C_{\rm inv}=dN_s/d\psi_s$ is taken along the equilibrium bias path, on which the electrons and the body share one Fermi level $E_F$. Taking first moments of Poisson's equation gave the moment formula,

$$
\boxed{\frac1{C_{\rm inv}}
=\frac{4\pi z_{\rm av}}{\kappa}(1+\gamma+\delta)},
\qquad
\delta=\frac{w}{z_{\rm av}}\frac{dN_{\rm dep}}{dN_s}.
$$

The simple formula is $C_{\rm simple}=\kappa/(4\pi z_{\rm av})$. An introductory example had a single sheet of $N$ electrons per unit area moving towards the surface as it fills, at depth $d=aN^{-1/3}$ with $a$ constant.

The computed channels have parabolic subbands in the self-consistent Hartree potential at temperature $T=300$ K, with $\kappa=12$, $N_A=10^{-6}$ Å$^{-3}$ and a conduction edge in the body 1 eV above the Fermi level. The first channel, called heavy, has a mass 0.9 normal to the surface, a density-of-states mass 0.2 and two equivalent valleys.

## Density of states, centroid scaling and limiting regimes

The second half uses the following results. The surface potential is $\psi_s$, the electron sheet density is $N_s$, and the electron centroid is $z_{\rm av}$. The depletion sheet density is $N_{\rm dep}$, its effective edge is $w=N_{\rm dep}/N_A$, and the incremental electron centroid is $z_{\rm inc}=z_{\rm av}(1+\gamma)$. With $C_{\rm simple}=\kappa/(4\pi z_{\rm av})$,

$$
\frac1{C_{\rm inv}}=\frac{1+\gamma+\delta}{C_{\rm simple}},
\qquad
\gamma=\frac{d\ln z_{\rm av}}{d\ln N_s},
\qquad
\delta=\frac{w}{z_{\rm av}}\frac{dN_{\rm dep}}{dN_s}.
$$

No density of states appears in this formula. It must nevertheless matter, since a small density of states makes a channel hard to fill. To find where it enters, calculate the same capacitance from the occupation of the subbands. The normal motion of an electron obeys

$$
\left[-\frac1{2m_z}\frac{d^2}{dz^2}-\phi(z)\right]u_i=E_iu_i,
\qquad u_i(0)=0,\qquad\int_0^\infty u_i^2\,dz=1 .
$$

The motion along the surface is parabolic with density-of-states mass $m_d$ in each of $g_v$ equivalent valleys. Per unit area, a circle of radius $k_\parallel$ in wavevector space holds $\pi k_\parallel^2/(2\pi)^2=k_\parallel^2/4\pi$ states. With in-plane energy $\varepsilon=k_\parallel^2/2m_d$ this is $m_d\varepsilon/2\pi$. Two spins and $g_v$ valleys give the density of states per subband

$$
D=\frac{g_vm_d}{\pi}.
$$

With $E_F$ fixed by the body, the number of electrons in subband $i$ is

$$
N_i=D\int_0^\infty\frac{d\varepsilon}{1+e^{(E_i+\varepsilon-E_F)/kT}}
=DkT\ln\left(1+e^{(E_F-E_i)/kT}\right).
$$

Differentiating the logarithm gives $dN_i/dE_i=-Df_i$, where $f_i=[1+e^{(E_i-E_F)/kT}]^{-1}$ is the occupation at the subband edge. The shift of the edge follows from the Hellmann–Feynman theorem: the change of a normalized eigenfunction does not contribute to first order, so $dE_i/d\psi_s=-\langle\partial\phi/\partial\psi_s\rangle_i$, the average being taken over $u_i^2$. Therefore

$$
C_{\rm inv}=\sum_iDf_i
\left\langle\frac{\partial\phi}{\partial\psi_s}\right\rangle_i .
$$

This is the capacitance already found, written in terms of occupations. It is not a second capacitor to be joined in series with the first. For the computed channels, both expressions were tested against the direct change of $N_s$ with $\psi_s$. The agreement was required to be within 0.5 per cent for the moment formula and 0.3 per cent for the subband formula.

A series form does appear if energies are measured from the conduction edge at the surface. That edge lies at $-\psi_s$, so let $\varepsilon_i=E_i+\psi_s$. Define also

$$
C_{\rm DOS}=\sum_iDf_i,\qquad
d\bar\varepsilon=\frac1{C_{\rm DOS}}\sum_iDf_i\,d\varepsilon_i .
$$

Since $-dE_i=d\psi_s-d\varepsilon_i$, the change in density is $dN_s=C_{\rm DOS}(d\psi_s-d\bar\varepsilon)$. Dividing by $C_{\rm DOS}\,dN_s$ and rearranging,

$$
\frac1{C_{\rm inv}}=\frac1{C_{\rm DOS}}+\frac{d\bar\varepsilon}{dN_s}.
$$

Equating this to the moment formula shows what the depletion term contains:

$$
\frac{4\pi w}{\kappa}\frac{dN_{\rm dep}}{dN_s}
=\frac1{C_{\rm DOS}}+\frac{d\bar\varepsilon}{dN_s}
-\frac{4\pi z_{\rm inc}}{\kappa}.
$$

The Fermi level is tied to the body. Adding electrons requires the surface edge to fall by the amount on the right of the series formula. The electrons themselves supply a potential change $4\pi z_{\rm inc}/\kappa$ per added electron, and the depletion charge must supply the rest. A small density of states thus enters through $\delta$. When several subbands are occupied it can also change $z_{\rm av}$ and $\gamma$, because it alters how the electrons are shared among them. To add $1/C_{\rm DOS}$ to the complete moment formula would count it twice.

A second channel, called light, makes this visible. It has $m_z=m_d=0.05$ and one valley, with the other parameters unchanged. At the highest bias its lowest level lies about 0.45 eV above the surface edge, where the bands of real semiconductors with so small a mass are far from parabolic. The numbers illustrate the formula and do not describe a particular material. At $\psi_s=1.60$ V its centroid is 33.65 Å, with $\gamma=-0.0801$ and $\delta=0.7833$. The factor $1-0.0801+0.7833=1.703$ reduces the simple value $1.971\times10^{-3}$ to

$$
C_{\rm inv}=\frac{1.971\times10^{-3}}{1.703}
=1.157\times10^{-3}\ \text{e/(V Å}^2),
$$

or 1.85 µF/cm$^2$. The simple formula is 70 per cent too high relative to this value. Correcting it for centroid motion alone would raise it further and increase the error.

The inverse capacitances, in V Å$^2$/e, show the origin of $\delta$. The total is $1/C_{\rm inv}=864$. The density of states gives $1/C_{\rm DOS}=1/(2.112\times10^{-3})=473$, which leaves $d\bar\varepsilon/dN_s=391$. With the permittivity $C_{\rm simple}z_{\rm av}=0.0663$ e/(V Å), the electron lever arm of 30.96 Å gives 467. The depletion charge must therefore supply

$$
473+391-467=397 .
$$

In the heavy channel at the same surface potential the corresponding balance is $40+99-129=10$. Its small $\delta$ is the remainder of larger terms. At this bias the level shift is smaller than the electron contribution to the surface potential in both channels, although this need not hold at lower bias. Measured from the surface edge, charge that lies deeper than a given electron changes the potential at that electron by less than it changes the potential in the distant body, and the next calculation makes this precise.

Let one subband hold all the electrons, with density $n=N_su^2$. Measured from the surface edge, the potential energy is $\psi_s-\phi(z)$. Its slope is $-\phi'(z)$, which by Poisson's equation is $4\pi/\kappa$ times all the charge beyond $z$. For $z\ll w$ the depletion charge beyond $z$ is nearly $N_{\rm dep}$. Integrating the slope from the wall gives

$$
\psi_s-\phi(z)=\frac{4\pi}{\kappa}
\left[N_{\rm dep}z+N_s\int_0^\infty\min(z,z')u^2(z')\,dz'\right].
$$

The minimum arises because a sheet at $z'$ produces a slope up to its own depth and none beyond it. A level in the layer thus feels $\min(z,z')$, whereas the potential measured from the body contains the full depth $z'$.

The Fang–Howard trial density gives an explicit estimate of the centroid:

$$
u^2=\frac{b^3}{2}z^2e^{-bz},\qquad
z_{\rm av}=\frac{b^3}{2}\,\frac{6}{b^4}=\frac3b .
$$

From $u=\sqrt{b^3/2}\,ze^{-bz/2}$ the kinetic energy is

$$
K=\frac1{2m_z}\frac{b^3}{2}\int_0^\infty
\left(1-\frac{bz}{2}\right)^2e^{-bz}\,dz
=\frac1{2m_z}\frac{b^3}{2}\frac1{2b}=\frac{b^2}{8m_z}.
$$

For the mutual repulsion, write $\min(z,z')$ as the length of the interval in which $x$ is below both $z$ and $z'$. Its average is then the integral of the squared probability of finding an electron beyond $x$. With $t=bx$ that probability is $e^{-t}(1+t+t^2/2)$, so

$$
\begin{aligned}
\langle\min\rangle
&=\frac1b\int_0^\infty e^{-2t}
\left(1+2t+2t^2+t^3+\frac{t^4}{4}\right)dt\\
&=\frac1b\left(\frac12+\frac12+\frac12+\frac38+\frac3{16}\right)
=\frac{33}{16b}.
\end{aligned}
$$

The energy to be minimized, per electron, contains half the mutual term because each pair must be counted once:

$$
e(b)=\frac{b^2}{8m_z}
+\frac{4\pi}{\kappa b}\left(3N_{\rm dep}+\frac{33}{32}N_s\right)
=\frac{b^2}{8m_z}+\frac{12\pi}{\kappa b}N_*,
\qquad N_*=N_{\rm dep}+\frac{11}{32}N_s .
$$

Setting $de/db=b/(4m_z)-12\pi N_*/(\kappa b^2)$ to zero gives $b^3=48\pi m_zN_*/\kappa$. Hence $z_{\rm av}\propto N_*^{-1/3}$, and at fixed $N_{\rm dep}$

$$
\gamma=-\frac13\frac{d\ln N_*}{d\ln N_s}
=-\frac{11N_s/96}{N_{\rm dep}+11N_s/32}.
$$

When $N_s\ll N_{\rm dep}$, the depletion field sets the width of the layer and the centroid hardly moves. When $N_s\gg N_{\rm dep}$, the electrons confine themselves and $\gamma$ tends to $-1/3$, the exponent of the moving sheet considered at the start. Setting $|\gamma|=0.1$ and collecting terms gives

$$
N_s\left(\frac{11}{96}-\frac{11}{320}\right)=0.1N_{\rm dep},
\qquad \frac{N_s}{N_{\rm dep}}=1.25 .
$$

Within this one-subband model, centroid motion is a ten per cent correction once the electron density slightly exceeds the depletion density. A numerical Hartree solution at that ratio gives $\gamma=-0.102$.

On the equilibrium path the depletion charge moves too, and the same trial density gives

$$
\gamma=-\frac{N_s}{3N_*}
\left(\frac{11}{32}+\frac{dN_{\rm dep}}{dN_s}\right).
$$

For the light channel at 1.60 V, $N_s/N_{\rm dep}=0.709$ and $dN_{\rm dep}/dN_s=0.7833\times33.65/433.7=0.061$. The estimate is $-0.077$, close to the computed $-0.080$. For the heavy channel at the same potential, $N_s/N_{\rm dep}=7.45$ and the estimate is $-0.24$, while the computed value is $-0.15$. One subband is not enough there: $C_{\rm DOS}/D=2.484/1.671=1.49$, and since no $f_i$ exceeds one, at least two subbands must contribute. A plausible explanation of the weaker motion is that higher subbands, which extend deeper, take a growing share of the electrons. The calculation does not isolate this effect.

The strongly self-confined limit can be solved further without a trial function. Take zero temperature, one occupied subband, $N_{\rm dep}\ll N_s$ and $w\gg z_{\rm av}$. The depletion field in the layer is then negligible, although its small charge can still change $\psi_s$ through the long lever arm. Put $z=\ell x$ with

$$
\ell^3=\frac{\kappa}{4\pi m_zN_s}.
$$

The kinetic energy scales as $1/(m_z\ell^2)$ and the repulsion as $4\pi N_s\ell/\kappa$, which is the same quantity. The equation for $u$ in the variable $x$ contains no parameter. Therefore $z_{\rm av}\propto N_s^{-1/3}$, so $\gamma=-1/3$, and $\varepsilon_1\propto N_s^{2/3}$.

Let $U=(4\pi/\kappa)N_s\langle\min\rangle$ be the mean repulsive potential energy of one electron. Compressing the wavefunction by a factor $\lambda$ changes the minimized energy to $\lambda^2K+U/(2\lambda)$. It is stationary at $\lambda=1$, so $2K=U/2$, or $K=U/4$. The level contains the whole potential energy, $\varepsilon_1=K+U=5U/4$. Its derivative is

$$
\frac{d\varepsilon_1}{dN_s}=\frac23\frac{\varepsilon_1}{N_s}
=\frac56\,\frac{4\pi}{\kappa}\langle\min\rangle
=s\,\frac{4\pi z_{\rm av}}{\kappa},
\qquad s=\frac56\frac{\langle\min\rangle}{z_{\rm av}}.
$$

At zero temperature $C_{\rm DOS}=D$, and the series form becomes

$$
\frac1{C_{\rm inv}}=\frac1D+s\,\frac{4\pi z_{\rm av}}{\kappa}.
$$

The Fang–Howard averages give $s=(5/6)(11/16)=55/96=0.573$, and the Hartree solution gives $s=0.590$. Comparison with the moment formula at $\gamma=-1/3$ yields

$$
\delta=\frac{C_{\rm simple}}{D}+s-\frac23 .
$$

If $D$ is very large, $\delta$ is slightly negative and the capacitance approaches $C_{\rm simple}/0.590=1.69\,C_{\rm simple}$. A smaller $D$ lowers it, but the formula holds only within the range where one subband is occupied. Measured from the surface edge, the potential energy just outside the layer is $V_{\rm out}=4\pi N_sz_{\rm av}/\kappa$ when the depletion field is negligible. The occupied level lies at $\varepsilon_1=5U/4=(3s/2)V_{\rm out}=0.885\,V_{\rm out}$, and the Fermi level is higher by $N_s/D=(C_{\rm simple}/D)V_{\rm out}$. As $N_{\rm dep}/N_s$ tends to zero, further states become available at $V_{\rm out}$ or below, so a single occupied subband requires $C_{\rm simple}/D$ to be no more than about $1-0.885=0.115$. The simple formula would need $C_{\rm simple}/D=1-s=0.41$, which is outside this range. In this limit the capacitance therefore stays at least about 1.4 times the simple value. The limit is approached slowly. A residual depletion field lifts the second level above $V_{\rm out}$ and widens the single-subband range, so the bound is already weaker when $N_{\rm dep}$ is a few per cent of $N_s$. It does not apply to either computed channel.

In weak inversion the failure has another cause. The occupations are small, so $N_i\approx DkTf_i$ and $C_{\rm DOS}\approx N_s/kT$. With negligible electron charge, a change of bias shifts the whole depletion profile along $z$. Then $\partial\phi/\partial\psi_s=\phi'(z)/\phi'(0)$, the ratio of the depletion charge beyond $z$ to the total, which is $1-z/w$ where holes are absent. Averaging over the electrons,

$$
C_{\rm inv}\approx\frac{N_s}{kT}\left(1-\frac{z_{\rm av}}{w}\right).
$$

This tends to zero with $N_s$, while $C_{\rm simple}$ stays finite because the centroid does. For the light channel at 1.00 V, $N_s=6.606\times10^{-10}$ Å$^{-2}$ and $kT=0.02585$ eV. The first factor is $2.56\times10^{-8}$ e/(V Å$^2$), and the bracket is $1-39.46/359.4=0.890$. Their product, $2.27\times10^{-8}$, agrees with the computed capacitance. The simple value is $1.68\times10^{-3}$, too large by a factor of about 74,000, so the ratio printed as 0.0000 in the numerical output is small but not zero. Here $\gamma=-0.006$: the centroid is nearly fixed, and the depletion response is what invalidates the formula.

These regimes also limit what a measured capacitance says about the position of the charge. Suppose that the contribution of the gate insulator has been removed and $C_{\rm inv}$ itself is known. The length obtained by inverting permittivity over distance is

$$
\frac{\kappa}{4\pi C_{\rm inv}}=z_{\rm av}(1+\gamma+\delta).
$$

At 1.60 V it is 9.2 Å in the heavy channel, whose centroid is at 10.1 Å, and 57 Å in the light channel, whose centroid is at 34 Å. In the first case the motion of the charge towards the surface makes the layer look too close to the surface. In the second, the potential needed to fill a small density of states makes it look too deep.

## Calculated quantities

```
kappa = 12.0; kT = 0.02585 eV (300 K)
N_A = 1.00e-06 1/A^3; body edge - E_F = 1.00 eV
heavy: m_z=0.9, m_d=0.2 m_e, valleys=2, D=0.01671 1/(eV A^2)
psi_s/V  N_s/A^-2  N_dep/A^-2  z_av/A  z_inc/A  w/A
1.00  5.121e-06  3.592e-04  15.07  14.95  359.2
1.15  2.524e-04  3.771e-04  13.69  12.74  377.1
1.30  9.566e-04  3.824e-04  11.90  10.23  382.4
1.45  1.861e-03  3.857e-04  10.78  9.14  385.7
1.60  2.889e-03  3.879e-04  10.09  8.58  387.9
psi_s/V gamma delta; C, C_simple, C_DOS in e/(V A^2); C/C_simple
1.00 -0.0080 23.0411; 1.831e-04 4.401e-03 1.970e-04; 0.0416
1.15 -0.0698 0.4303; 3.560e-03 4.843e-03 7.549e-03; 0.7351
1.30 -0.1404 0.1507; 5.515e-03 5.573e-03 1.627e-02; 0.9897
1.45 -0.1520 0.1017; 6.479e-03 6.154e-03 2.061e-02; 1.0529
1.60 -0.1495 0.0635; 7.193e-03 6.574e-03 2.484e-02; 1.0942
heavy, psi_s=1.60 V: C = 11.525 uF/cm^2
light: m_z=0.05, m_d=0.05 m_e, valleys=1, D=0.00209 1/(eV A^2)
psi_s/V  N_s/A^-2  N_dep/A^-2  z_av/A  z_inc/A  w/A
1.00  6.606e-10  3.594e-04  39.46  39.22  359.4
1.15  1.191e-07  3.861e-04  38.33  38.14  386.1
1.30  1.569e-05  4.097e-04  37.24  36.87  409.7
1.45  1.396e-04  4.231e-04  35.40  33.71  423.1
1.60  3.075e-04  4.337e-04  33.65  30.96  433.7
psi_s/V gamma delta; C, C_simple, C_DOS in e/(V A^2); C/C_simple
1.00 -0.0061 73873.5780; 2.275e-08 1.681e-03 2.555e-08; 0.0000
1.15 -0.0051 417.1688; 4.137e-06 1.730e-03 4.600e-06; 0.0024
1.30 -0.0100 3.4478; 4.012e-04 1.781e-03 5.267e-04; 0.2253
1.45 -0.0478 0.8102; 1.063e-03 1.873e-03 1.934e-03; 0.5674
1.60 -0.0801 0.7833; 1.157e-03 1.971e-03 2.112e-03; 0.5871
light, psi_s=1.60 V: C = 1.854 uF/cm^2
zero-T, N_dep=0: gamma = -0.33335 (dimensionless)
zero-T, N_dep=0: s Hartree = 0.59006, Fang-Howard = 0.57292 (dimensionless)
N_s/N_dep for |gamma|=0.1, Fang-Howard = 1.2468
Hartree gamma at that ratio = -0.1024 (dimensionless)
relative C change, grid 0.5 to 1 A = 1.06e-03
```
